# Hashin-Shtrikman bounds for a planar dielectric with equal phase areas: test program

```python
"""Bounds on the in-plane effective relative permittivity k* of an isotropic
two-phase planar composite with equal areas of k_a = 1 (air) and k_b = 4:
    1/<1/(k+k_a)> - k_a <= k* <= 1/<1/(k+k_b)> - k_b,
where <> is the area mean. Claim: the bounds are 13/7 and 28/13, both are
attained by coated discs, and their product is k_a*k_b = 4.
Finite elements, layered-disc solutions and symbolic algebra test the claim.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def bound(f_air, k_air, k_dense, shift):
    """Bound formula; shift is the smaller or the larger permittivity."""
    mean = f_air / (k_air + shift) + (1 - f_air) / (k_dense + shift)
    return 1 / mean - shift


# Bilinear square element; corners in cyclic order (0,0),(1,0),(1,1),(0,1)
ELEMENT = np.array([[4, -1, -2, -1], [-1, 4, -1, -2],
                    [-2, -1, 4, -1], [-1, -2, -1, 4]]) / 6.0
AFFINE = np.array([[0, 0], [1, 0], [1, 1], [0, 1]], dtype=float)


def finite_element(k_map):
    """Energy tensor (never below the true one) and mean determinant."""
    n = k_map.shape[0]
    node = np.arange(n * n).reshape(n, n)
    corners = np.stack([node, np.roll(node, -1, 0),
                        np.roll(node, (-1, -1), (0, 1)),
                        np.roll(node, -1, 1)], axis=-1).reshape(-1, 4)
    k = k_map.reshape(-1)
    rows = np.repeat(corners, 4, axis=1).ravel()
    cols = np.tile(corners, (1, 4)).ravel()
    values = (k[:, None] * ELEMENT.ravel()[None, :]).ravel()
    matrix = coo_matrix((values, (rows, cols)), shape=(n * n, n * n)).tocsc()
    load = np.zeros((n * n, 2))
    for j in range(2):
        np.add.at(load[:, j], corners,
                  k[:, None] * (ELEMENT @ AFFINE[:, j])[None, :])
    w = np.zeros((n * n, 2))
    w[1:] = splu(matrix[1:, 1:].tocsc(),
                 permc_spec="MMD_AT_PLUS_A").solve(-load[1:])
    tensor = (k.sum() * AFFINE.T @ ELEMENT @ AFFINE + load.T @ w) / n**2
    # Mean determinant of the two gradients by 2 x 2 Gauss quadrature
    u = w[corners] + AFFINE[None, :, :]
    gauss = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
    det_mean = 0.0
    for x in gauss:
        for y in gauss:
            dx = (1 - y) * (u[:, 1] - u[:, 0]) + y * (u[:, 2] - u[:, 3])
            dy = (1 - x) * (u[:, 3] - u[:, 0]) + x * (u[:, 2] - u[:, 1])
            det_mean += np.mean(dx[:, 0] * dy[:, 1] - dy[:, 0] * dx[:, 1]) / 4
    return tensor, det_mean


def refine(cell, factor):
    return np.kron(cell, np.ones((factor, factor)))


def enclosure(cell, factor):
    """Lower and upper certificates for k* of a four-fold symmetric cell."""
    results = []
    for phase_map in (cell, K_AIR + K_DENSE - cell):
        tensor, det_mean = finite_element(refine(phase_map, factor))
        assert np.allclose(tensor, tensor[0, 0] * np.eye(2), atol=1e-8)
        assert abs(det_mean - 1) < 1e-9
        results.append(tensor[0, 0])
    # The reciprocal medium is the exchanged medium divided by k_a*k_b
    return K_AIR * K_DENSE / results[1], results[0]


def four_fold(quadrant):
    """Cell with quarter-turn symmetry built from its top-left quadrant."""
    return np.block([[quadrant, np.rot90(quadrant, -1)],
                     [np.rot90(quadrant, 1), np.rot90(quadrant, 2)]])


def layered(radii, k_layers, dim=2):
    """Layered disc or sphere under a unit field: k_eff and coefficients.

    The potential in each layer is (A*r + B*r**(1-dim))*cos(theta).
    """
    n = len(radii)
    m = np.zeros((2 * n, 2 * n))
    rhs = np.zeros(2 * n)
    m[0, 1] = 1.0
    for i in range(n - 1):
        r = radii[i]
        for layer, sign in ((i, 1), (i + 1, -1)):
            c = 2 * layer
            m[2 * i + 1, c:c + 2] = sign * np.array([r, r**(1 - dim)])
            m[2 * i + 2, c:c + 2] = sign * k_layers[layer] * np.array(
                [1, (1 - dim) * r**(-dim)])
    outer = radii[-1]
    m[-1, -2:] = [outer, outer**(1 - dim)]
    rhs[-1] = outer
    coef = np.linalg.solve(m, rhs).reshape(n, 2)
    k_eff = k_layers[-1] * (coef[-1, 0]
                            + (1 - dim) * coef[-1, 1] * outer**(-dim))
    return k_eff, coef


K_AIR, K_DENSE, F_AIR = 1.0, 4.0, 0.5
lower = bound(F_AIR, K_AIR, K_DENSE, K_AIR)
upper = bound(F_AIR, K_AIR, K_DENSE, K_DENSE)

# Symbolic algebra: field split, dual bound, closed forms, product condition
a1, a2, b1, b2 = sp.symbols("a1 a2 b1 b2", real=True)
field = sp.Matrix([[a1 + b1, b2 - a2], [b2 + a2, a1 - b1]])
assert sp.expand(field.det() - (a1**2 + a2**2 - b1**2 - b2**2)) == 0
assert sp.expand(sum(x**2 for x in field)
                 - 2 * (a1**2 + a2**2 + b1**2 + b2**2)) == 0
ka, kb, fa = sp.symbols("k_a k_b f_a", positive=True)
low_s, up_s = bound(fa, ka, kb, ka), bound(fa, ka, kb, kb)
assert sp.simplify(1 / bound(fa, 1 / ka, 1 / kb, 1 / kb) - up_s) == 0
S, D = ka + kb, kb - ka
assert sp.simplify(low_s - ka * (S + (1 - fa) * D) / (S - (1 - fa) * D)) == 0
assert sp.simplify(up_s - kb * (S - fa * D) / (S + fa * D)) == 0
numerator = sp.numer(sp.together(sp.simplify(low_s * up_s - ka * kb)))
assert sp.expand(numerator.subs(fa, sp.Rational(1, 2))) == 0
roots = sp.solve(sp.Eq(numerator.subs({ka: 1, kb: 4}), 0), fa)
assert roots == [sp.Rational(1, 2)]
exact = {ka: 1, kb: 4, fa: sp.Rational(1, 2)}
low_exact, up_exact = [sp.simplify(z.subs(exact)) for z in (low_s, up_s)]
assert low_exact * up_exact == 4

# Coated discs reach the bounds; equality conditions hold in the lower one
core_radius = np.sqrt(0.5)
k_low_disc, c_low = layered([core_radius, 1.0], [K_DENSE, K_AIR])
k_up_disc, c_up = layered([core_radius, 1.0], [K_AIR, K_DENSE])
assert abs(k_low_disc - lower) < 1e-12 and abs(k_up_disc - upper) < 1e-12
weighted = [(K_DENSE + K_AIR) * c_low[0, 0], 2 * K_AIR * c_low[1, 0]]
assert abs(weighted[0] - weighted[1]) < 1e-12

# Stepped disc of dense phase with exactly half the area, three meshes
ix, iy = np.meshgrid(np.arange(8), np.arange(8), indexing="ij")
distance = (7.5 - ix)**2 + (7.5 - iy)**2
order = np.argsort(distance.ravel(), kind="stable")
quad = np.full(64, K_AIR)
quad[order[:32]] = K_DENSE
disc = four_fold(quad.reshape(8, 8))
assert np.mean(disc == K_DENSE) == 0.5
disc_ranges = [enclosure(disc, factor) for factor in (2, 4, 8)]
# Exchange rule: product of the two energies falls towards k_a*k_b
excess = [K_AIR * K_DENSE * (hi / lo - 1) for lo, hi in disc_ranges]
assert excess[0] > excess[1] > excess[2] > 0 and excess[2] < 0.08
assert excess[2] < 0.6 * excess[1]
disc_low, disc_high = disc_ranges[-1]
pore_low, pore_high = 4 / disc_high, 4 / disc_low
assert disc_high >= lower and pore_low <= upper

# Random isotropic cells and the checkerboard
rng = np.random.default_rng(7)
random_ranges = []
for _ in range(8):
    quad = rng.permutation(np.repeat([K_AIR, K_DENSE], 8)).reshape(4, 4)
    random_ranges.append(enclosure(four_fold(quad), 8))
random_ranges = np.array(random_ranges)
assert np.all(random_ranges[:, 1] >= lower)
assert np.all(random_ranges[:, 0] <= upper)
board = np.array([[K_AIR, K_DENSE], [K_DENSE, K_AIR]])
board_low, board_high = enclosure(board, 32)
assert lower < board_low <= 2 <= board_high < upper

# Laminate: equal areas but not isotropic, hence outside the bounds
laminate, _ = finite_element(refine(np.array([[K_AIR] * 2, [K_DENSE] * 2]), 8))
series, parallel = laminate[0, 0], laminate[1, 1]
assert abs(series - 1.6) < 1e-9 and abs(parallel - 2.5) < 1e-9
assert series < lower and parallel > upper

# Example: silica film with cylindrical pores; rough typical inputs
pore_nm, gap_nm, bias_V = 4.0, 40.0, 0.7
water_nm, breakdown_MV_cm, ionization_eV = 0.3, 10.0, 12.0
cell_nm = pore_nm / np.sqrt(F_AIR)
wall_nm = cell_nm - pore_nm
field_MV_cm = bias_V / gap_nm * 10.0           # 1 V/nm = 10 MV/cm
capacitance = [epsilon_0 * k / (gap_nm * 1e-9) * 1e3 for k in (lower, upper)]
sphere_core = 0.5**(1 / 3)
sphere_low = layered([sphere_core, 1.0], [K_DENSE, K_AIR], 3)[0]
sphere_high = layered([sphere_core, 1.0], [K_AIR, K_DENSE], 3)[0]
edge = [gap_nm / ((gap_nm - cell_nm) / upper + cell_nm / k_edge)
        for k_edge in (series, parallel)]
wet = [layered([pore_nm / 2 - water_nm, pore_nm / 2, cell_nm / 2],
               [K_AIR, k_water, K_DENSE])[0] for k_water in (10.0, 80.0)]
pore_factor = c_up[0, 0]
air_peak = c_low[1, 0] - c_low[1, 1] / core_radius**2
# Largest field in the dense shell, scanned over radius and angle
r, t = np.meshgrid(np.linspace(core_radius, 1, 101),
                   np.linspace(0, np.pi / 2, 91))
A, B = c_up[1]
shell_peak = np.max(np.hypot((A - B / r**2) * np.cos(t),
                             (A + B / r**2) * np.sin(t)))
silica_field = shell_peak * field_MV_cm
pore_energy_eV = pore_factor * bias_V / gap_nm * pore_nm
assert silica_field < breakdown_MV_cm and pore_energy_eV < ionization_eV

print(f"phase permittivities: {K_AIR:.0f} and {K_DENSE:.0f} (relative)")
print(f"area fraction of each phase: {F_AIR:.2f}")
print(f"exact lower and upper bounds: {low_exact} and {up_exact}")
print(f"lower bound: {lower:.3f}")
print(f"upper bound: {upper:.3f}")
print(f"product of bounds: {lower * upper:.6f}")
print(f"mean of 1/(k+1): {0.5 / 2 + 0.5 / 5:.4f}")
print(f"mean of 1/(k+4): {0.5 / 5 + 0.5 / 8:.4f}")
print(f"coated discs, dense core: k* = {k_low_disc:.6f}")
print(f"coated discs, air core: k* = {k_up_disc:.6f}")
print(f"dense core, A in core and shell: {c_low[0, 0]:.4f}, {c_low[1, 0]:.4f}")
print(f"(k+1)*A in core and shell: {weighted[0]:.4f}, {weighted[1]:.4f}")
print(f"stepped dense disc, k* between {disc_low:.4f} and {disc_high:.4f}")
print(f"stepped air pore, k* between {pore_low:.4f} and {pore_high:.4f}")
print("exchange product minus 4, three meshes: "
      + ", ".join(f"{x:.4f}" for x in excess))
print(f"8 random cells, smallest lower certificate: {random_ranges[:, 0].min():.4f}")
print(f"8 random cells, largest upper certificate: {random_ranges[:, 1].max():.4f}")
print(f"checkerboard, k* between {board_low:.4f} and {board_high:.4f}")
print(f"laminate, field across and along layers: {series:.3f}, {parallel:.3f}")
print(f"pore diameter: {pore_nm:.1f} nm; cell diameter: {cell_nm:.2f} nm")
print(f"wall between neighbouring pores: {wall_nm:.2f} nm")
print(f"line spacing: {gap_nm:.0f} nm; bias: {bias_V:.1f} V")
print(f"mean field: {field_MV_cm:.3f} MV/cm")
print(f"ideal capacitance at lower bound: {capacitance[0]:.3f} fF/um2")
print(f"ideal capacitance at upper bound: {capacitance[1]:.3f} fF/um2")
print(f"coated spheres in 3D, k*: {sphere_low:.3f} and {sphere_high:.3f}")
print(f"field along the pores, k: {F_AIR * K_AIR + (1 - F_AIR) * K_DENSE:.3f}")
for porosity in (0.45, 0.55):
    lo, hi = [bound(porosity, K_AIR, K_DENSE, s) for s in (K_AIR, K_DENSE)]
    print(f"porosity {porosity:.2f}: bounds {lo:.3f}, {hi:.3f}; "
          f"product {lo * hi:.3f}")
lo, hi = [bound(F_AIR, K_AIR, 4.2, s) for s in (K_AIR, 4.2)]
print(f"skeleton k = 4.2: bounds {lo:.3f}, {hi:.3f}; product {lo * hi:.3f}")
print(f"cells across the gap: {gap_nm / cell_nm:.1f}")
print(f"upper bound with edge layers (rough): {edge[0]:.3f} to {edge[1]:.3f}")
print(f"water film thickness: {water_nm:.1f} nm")
print(f"wet pores, water k = 10 and 80: k* = {wet[0]:.2f} and {wet[1]:.2f}")
print(f"pore field / mean field, air core: {pore_factor:.3f}")
print(f"peak air field / mean field, dense core: {air_peak:.3f}")
print(f"peak silica field, air core: {silica_field:.3f} MV/cm")
print(f"rough silica breakdown field (input): {breakdown_MV_cm:.0f} MV/cm")
print(f"electron energy gain across a pore: {pore_energy_eV:.3f} eV")
print(f"rough gas ionization energy (input): {ionization_eV:.0f} eV")
print("tests ok")
```

Output:

```
phase permittivities: 1 and 4 (relative)
area fraction of each phase: 0.50
exact lower and upper bounds: 13/7 and 28/13
lower bound: 1.857
upper bound: 2.154
product of bounds: 4.000000
mean of 1/(k+1): 0.3500
mean of 1/(k+4): 0.1625
coated discs, dense core: k* = 1.857143
coated discs, air core: k* = 2.153846
dense core, A in core and shell: 0.5714, 1.4286
(k+1)*A in core and shell: 2.8571, 2.8571
stepped dense disc, k* between 1.8945 and 1.8957
stepped air pore, k* between 2.1101 and 2.1113
exchange product minus 4, three meshes: 0.0209, 0.0071, 0.0024
8 random cells, smallest lower certificate: 1.9353
8 random cells, largest upper certificate: 2.0382
checkerboard, k* between 1.9943 and 2.0057
laminate, field across and along layers: 1.600, 2.500
pore diameter: 4.0 nm; cell diameter: 5.66 nm
wall between neighbouring pores: 1.66 nm
line spacing: 40 nm; bias: 0.7 V
mean field: 0.175 MV/cm
ideal capacitance at lower bound: 0.411 fF/um2
ideal capacitance at upper bound: 0.477 fF/um2
coated spheres in 3D, k*: 2.000 and 2.286
field along the pores, k: 2.500
porosity 0.45: bounds 1.985, 2.299; product 4.564
porosity 0.55: bounds 1.740, 2.015; product 3.506
skeleton k = 4.2: bounds 1.889, 2.224; product 4.200
cells across the gap: 7.1
upper bound with edge layers (rough): 2.053 to 2.197
water film thickness: 0.3 nm
wet pores, water k = 10 and 80: k* = 3.21 and 7.05
pore field / mean field, air core: 1.231
peak air field / mean field, dense core: 2.286
peak silica field, air core: 0.215 MV/cm
rough silica breakdown field (input): 10 MV/cm
electron energy gain across a pore: 0.086 eV
rough gas ionization energy (input): 12 eV
tests ok
```
